# Allen-Feldman mode diffusivities of a mass-disordered lattice and their convergence

Two lattices of $12^3$ atoms with random masses are diagonalized, and each vibrational mode is given a heat diffusivity. The calculation contains a broadening $\eta$ that has to be chosen. When $\eta$ is halved from 0.10 to 0.05 rad/ps, the mean diffusivity of the modes between 2.5 and 3.5 THz rises from 0.692 to 0.709 mm²/s, by 2%. That of the four lowest vibrations of each lattice, at 0.535 THz, rises from 11.3 to 20.5 mm²/s, by 81%. The first result is within about 12% of the value extrapolated below for the disordered solid. The second mostly reports the choice of $\eta$. Two pairs of modes, worked by hand, show why.

## The lattice and its energy current

Atoms sit on a simple cubic lattice of spacing $a$, in a periodic cell of $N$ sites. Neighbours are joined by harmonic springs, stiffer for displacements along the bond than across it (the Born model). Displacements along $x$, $y$ and $z$ then decouple, so I treat one component $u_l$ per site and multiply the conductivity by 3. The three components are equivalent after averaging over disorder. The transverse springs also resist a rigid rotation, which a real solid does not.

With masses $m_l$ and force constants $K_{lm}$ ($-k$ for a bond of stiffness $k$), set $x_l=\sqrt{m_l}\,u_l$. Newton's equation becomes
$$\ddot x_l=-\sum_m\Phi_{lm}x_m,\qquad \Phi_{lm}=\frac{K_{lm}}{\sqrt{m_lm_m}} .$$

Give each end of a bond half of its energy $\tfrac12k(u_l-u_m)^2$. The spring does work on atom $m$ at the rate $k(u_l-u_m)\dot u_m$, and the half-bond energy stored there changes at the rate $\tfrac12k(u_l-u_m)(\dot u_l-\dot u_m)$. The power passing from $l$ to $m$ is their sum,
$$P_{l\to m}=\tfrac12k(u_l-u_m)(\dot u_l+\dot u_m).$$
Multiply by the displacement $R_m-R_l$ along a chosen axis and add all bonds. The terms $u_l\dot u_l$ cancel, because each atom has equal springs on opposite sides. What remains is
$$J=\tfrac12\sum_{lm}(R_l-R_m)K_{lm}u_l\dot u_m=\tfrac12\sum_{lm}A_{lm}x_l\dot x_m,\qquad A_{lm}=(R_l-R_m)\Phi_{lm}.$$
$R_l-R_m$ is the short vector across the bond, also where the bond crosses the cell boundary. Since $\Phi$ is symmetric, $A$ is antisymmetric.

As a test, random motion was confined to the interior of an $8^3$ lattice. The rate of change of $\sum_lR_lh_l$, with $h_l$ the site energy, agreed with $J$ to $10^{-13}$ of its largest component.

## First hand example: two sites

Take two sites a distance $a$ apart, each also tied to its own place, with
$$\Phi=\begin{pmatrix}\Omega^2&-c\\-c&\Omega^2\end{pmatrix},\qquad A=\begin{pmatrix}0&ac\\-ac&0\end{pmatrix}.$$
The on-site springs carry no current. I keep the antisymmetric current although two sites lack the symmetry that cancelled the other terms. The modes are $e_1=(1,1)/\sqrt2$ with $\omega_1^2=\Omega^2-c$, and $e_2=(1,-1)/\sqrt2$ with $\omega_2^2=\Omega^2+c$. Multiplication gives $Ae_2=-ac\,e_1$, so $A_{12}=e_1^TAe_2=-ac$, while $A_{11}=A_{22}=0$. One mode alone carries no current; a pair does.

Write $x=\sum_ie_iq_i$ with $q_i=Q_i\cos\varphi_i$ and $\dot\varphi_i=\omega_i$. For any pair,
$$J_{ij}=\tfrac12A_{ij}(q_i\dot q_j-q_j\dot q_i)=-\tfrac12A_{ij}Q_iQ_j\left[\omega_j\cos\varphi_i\sin\varphi_j-\omega_i\sin\varphi_i\cos\varphi_j\right].$$
The two products are $\tfrac12[\sin(\varphi_j+\varphi_i)\pm\sin(\varphi_j-\varphi_i)]$, with the upper sign for the first. Hence
$$J_{ij}=-\tfrac14A_{ij}Q_iQ_j\left[(\omega_j-\omega_i)\sin(\varphi_j+\varphi_i)+(\omega_j+\omega_i)\sin(\varphi_j-\varphi_i)\right].$$
The second term is a slow beat in which energy moves back and forth.

The classical Green-Kubo formula, with a damping factor, is
$$\kappa=\frac{1}{Vk_BT^2}\int_0^\infty\langle J(t)J(0)\rangle e^{-\eta t}dt .$$
A mode has energy $\tfrac12\omega_i^2Q_i^2$ with mean $k_BT$, so $\langle Q_i^2\rangle=2k_BT/\omega_i^2$. Phases are independent and uniform: cross terms vanish, and each squared sine gives half a cosine. Therefore
$$\langle J_{ij}(t)J_{ij}(0)\rangle=\frac{(k_BT)^2A_{ij}^2}{8\omega_i^2\omega_j^2}\left[(\omega_i+\omega_j)^2\cos(\omega_i-\omega_j)t+(\omega_i-\omega_j)^2\cos(\omega_i+\omega_j)t\right].$$
The damped integral of $\cos\delta t$ is $\eta/(\delta^2+\eta^2)$. Drop the fast second term and assign half of the pair's conductivity to each mode, writing $\kappa=(k_B/V)\sum_iD_i$. For two sites,
$$D_1=D_2=\frac{a^2c^2(\omega_1+\omega_2)^2}{16\omega_1^2\omega_2^2}\,\frac{\eta}{\delta^2+\eta^2},\qquad\delta=\omega_2-\omega_1 .$$
Since $2c=\omega_2^2-\omega_1^2=(\omega_1+\omega_2)\delta$, weak coupling ($\omega_1\approx\omega_2$) reduces this to
$$D\approx\frac{a^2}{4}\,\frac{\delta^2\eta}{\delta^2+\eta^2}.$$
As $\eta\to0$ this vanishes, because the energy keeps returning. A finite set of separate levels has no steady conduction. The broadening must cover several levels before a finite cell can imitate an infinite solid.

## Second hand example: two standing waves

Now let all masses be equal. The waves $C_l=\sqrt{2/N}\cos kR_l$ and $S_l=\sqrt{2/N}\sin kR_l$ share one frequency. With $d=R_l-R_m$,
$$(AS)_l=\sqrt{\tfrac2N}\sum_dd\,\Phi(d)\left[\sin kR_l\cos kd-\cos kR_l\sin kd\right].$$
The first sum vanishes since $\Phi(d)$ is even. From $\omega^2=\sum_d\Phi(d)\cos kd$ we get $2\omega v=-\sum_dd\,\Phi(d)\sin kd$, where $v=d\omega/dk$. So $AS=2\omega v\,C$, and the matrix element is $2\omega v$. With $\delta=0$ the pair formula gives
$$D=\frac{(2\omega)^2(2\omega v)^2}{16\omega^4}\,\frac1\eta=\frac{v^2}{\eta}.$$
Nothing scatters the wave, so the damping alone sets its lifetime. In a clean $6^3$ crystal, $\sum_iD_i$ agreed with $\sum_kv_k^2/(3\eta)$, using velocities from finite differences, to $10^{-10}$ relative.

The four lowest modes are close to this case. They are waves of length $12a$ along $y$ and $z$, where the sound speed is $s=1.95$ km/s (nm/ps) and $a=0.30$ nm. The clean chain has $\omega=(2s/a)\sin(ka/2)$. With $ka/2=15^\circ$ this is $13.0\times0.2588=3.36$ rad/ps, or 0.535 THz, as found. The velocity is $s\cos15^\circ=1.88$ nm/ps, and averaging over three directions gives $v^2/(3\eta)=11.8$ and 23.6 mm²/s for $\eta=0.10$ and 0.05 rad/ps. The disordered cell gives 11.3 and 20.5, a ratio of 1.81 where damping alone would give 2. The ratio varies between mass arrangements, roughly from 1.6 to 1.9 for single lattices. A splitting $\delta\approx0.02$ rad/ps of the pairs by disorder would account for both deficits through $\eta/(\delta^2+\eta^2)$; I have not tested that reading separately.

## The general formula

Summing over partners and averaging over axes $\alpha$ gives
$$D_i=\frac13\sum_\alpha\sum_{j\ne i}\frac{(\omega_i+\omega_j)^2}{16\,\omega_i^2\omega_j^2}\,(A^\alpha_{ij})^2\,\frac{\eta}{(\omega_i-\omega_j)^2+\eta^2}.$$
For dense levels and small $\eta$ the Lorentzian acts as $\pi\delta(\omega_i-\omega_j)$, which is the Allen-Feldman form. In a pinned $4^3$ lattice at $\eta=2$ rad/ps, the Green-Kubo integral was also computed by propagating the thermal correlations in time, without modes. It matched the mode sum with the fast terms included to $6\times10^{-5}$. The fast terms were $3\times10^{-5}$ of the resonant ones.

Quantum statistics changes the weight. With $\beta=1/k_BT$ and Bose occupations $n_i$, the Kubo average for a transfer between modes is
$$\frac1\beta\int_0^\beta n_i(n_j+1)e^{\lambda\hbar(\omega_i-\omega_j)}d\lambda=\frac{n_j-n_i}{\beta\hbar(\omega_i-\omega_j)}\to n(n+1)$$
at equal frequencies. The classical value is $(k_BT/\hbar\omega)^2$. Their ratio, $(\hbar\omega/k_BT)^2n(n+1)$, is the mode heat capacity $C_i$ divided by $k_B$. With three polarizations, $\kappa=(3/V)\sum_iC_iD_i$.

The algorithm is:

1. Draw masses, build $\Phi$ and the three sparse matrices $A^\alpha$.
2. Diagonalize $\Phi$ and remove the uniform translation.
3. Form $E^TA^\alpha E$ with the eigenvectors as columns of $E$, and evaluate $D_i$.
4. Average over a frequency window and over samples, then vary $\eta$ and $N$.

## Two errors from one broadening

The example uses Ge, Sb and Te masses (72.63, 121.76, 127.60 u) in the ratio 2:2:5, placed at random. The springs are 20 N/m along a bond and 8 N/m across it. The window is 2.5 to 3.5 THz.

A large $\eta$ adds artificial scattering. If disorder makes the current correlation decay as $e^{-t/\tau}$, then
$$D(\eta)=\frac{v^2}{3}\int_0^\infty e^{-(1/\tau+\eta)t}dt=\frac{D_0}{1+\eta\tau}.$$

A small $\eta$ resolves separate levels. Let $\Delta$ be the mean spacing and $y=\eta/\Delta$. I assume that disorder mixes the modes so well that their levels follow the orthogonal random-matrix ensemble. At a distance of $s$ spacings from a level, the density of others is then reduced by the factor $1-Y_2(s)$, where
$$Y_2=g_0^2+g_0'(s)\int_s^\infty g_0(r)\,dr,\qquad g_0(s)=\frac{\sin\pi s}{\pi s}.$$
This is a standard result of random-matrix theory, taken over here. If the squared matrix elements vary smoothly on average, $D$ is multiplied by
$$F(y)=1-\int_{-\infty}^{\infty}Y_2(|s|)\,\frac{y/\pi}{s^2+y^2}\,ds .$$
Because $Y_2$ integrates to 1, $F\approx1-1/(\pi y)$ for $y\gg1$. Because $Y_2(0)=1$, $F\to0$ as $y\to0$, as for two sites.

In the $12^3$ cell $\Delta=0.0088$ rad/ps. The ratio of $D$ at $\eta=\Delta$ to $D$ at $8\Delta$ was 0.843, while $F$ alone predicts 0.790. The test allowed 10%. Most of the gap is not sampling noise but the first error, the artificial scattering, as the next step shows.

Divide $D(\eta)$ by $F$ and extrapolate the inverse linearly:
$$\frac{0.973}{0.692}=1.406,\qquad\frac{0.986}{0.638}=1.545\ \text{ps/nm}^2$$
at $\eta=0.1$ and 0.2 rad/ps. At $\eta=0$ the line gives $2(1.406)-1.545=1.267$, so $D_0=0.79$ mm²/s. Its slope is 1.39, so $\tau\approx1.39/1.267=1.1$ ps. At $\eta=0.8$ rad/ps, outside the fit, the line predicts $0.997/(1.267+1.11)=0.42$ mm²/s, and the cell gives 0.424. The same $\tau$ multiplies the predicted ratio 0.790 by $(1+8\Delta\tau)/(1+\Delta\tau)=1.07$, giving 0.84.

The 2% change quoted at the start is small partly because the two errors oppose each other. With $F$ divided out, halving $\eta$ from 0.10 to 0.05 rad/ps raises the window diffusivity from 0.711 to 0.749 mm²/s, by 5%.

The cell size can now be varied with this procedure held fixed:

| Cell | Samples | $D$ at $\eta=0.1$ (mm²/s) | Extrapolated $D_0$ (mm²/s) |
|---|---:|---:|---:|
| $6^3$ | 12 | 0.620 | 0.847 |
| $8^3$ | 6 | 0.628 | 0.756 |
| $10^3$ | 3 | 0.691 | 0.804 |
| $12^3$ | 2 | 0.692 | 0.788 |

The last two values of $D_0$ differ by 2%, but the sequence is not monotonic. A few percent is a fair estimate of the uncertainty. The raw column also seems settled between $10^3$ and $12^3$, yet it lies below $D_0$ by 14% in the $10^3$ cell and by 12% in the $12^3$ cell. Agreement between cells at one fixed $\eta$ does not remove the error of that $\eta$.

## Watching the energy spread

Diffusion can be checked without current matrix elements. If $\partial_th=D\nabla^2h$, multiplying by $r^2$ and integrating by parts twice gives $d\langle r^2\rangle/dt=6D$, since $\nabla^2r^2=6$. For unequal axes, $D$ is the mean of the three diffusivities.

In a lattice of $64\times28\times28$ sites one atom was displaced. The motion that followed, of all the atoms, was filtered in time around 3 THz, and the filtered displacements of the whole lattice served as the starting packet. Its energy spread between 2.5 and 5 ps gave $D=0.750\pm0.022$ mm²/s from six packets (standard error). The extrapolated Allen-Feldman value, weighted with the packet's spectrum, is 0.740 mm²/s.

## Weak disorder and the sum that diverges

Let $m_l=\bar m(1+\epsilon_l)$ with $g=\langle\epsilon^2\rangle=0.0381$. The mode equation becomes $(K/\bar m)u-\omega^2u=\omega^2\epsilon u$, so disorder perturbs the eigenvalue $\omega^2$ by a random site term of variance $g\omega^4$. To second order, the eigenvalue acquires the imaginary part $-\pi g\omega^4$ times the density of states per unit $\omega^2$. That density is $\rho(\omega)/2\omega$, with $\rho$ normalized so that $\int\rho\,d\omega=1$. Dividing by $2\omega$ gives the imaginary part of $\omega$, which is the decay rate of the amplitude; energy decays twice as fast:
$$\frac1\tau=\frac\pi2\,g\,\omega^2\rho(\omega).$$
Uncorrelated masses scatter equally into all waves of the same frequency, whose mean velocity is zero. The current therefore decays at this rate, and $D=\langle v^2\rangle\tau/3$. In the window this gives 0.59 mm²/s, 25% below the cell result. Leading order gets the size right but is not quantitative here.

At low frequency the states below $\omega$ fill an ellipsoid in $k$ space. Their fraction is $a^3\omega^3/(6\pi^2s_xs_ys_z)$, so $\rho=a^3\omega^2/(2\pi^2s_xs_ys_z)$. Then $1/\tau\propto\omega^4$, which is Rayleigh scattering, and $D\propto\omega^{-4}$. At 0.535 THz the estimate, averaged over all directions, is about 2000 mm²/s. With the lower velocity of the cell's four modes it is about 1300 mm²/s, against the 11 to 20 reported by the cell. The classical conductivity behaves as
$$\int_{\omega_{\min}}\rho D\,d\omega\propto\int_{\omega_{\min}}\frac{d\omega}{\omega^2}\propto\frac1{\omega_{\min}}\propto L,$$
with $L$ the length of a periodic cell. A real sample of length $L$ need not follow this linear law, because its boundaries also scatter the long waves. Sums over the allowed waves of periodic cells, using the mass-disorder rate alone, give 16.6, 37.3 and 79.2 W/(m K) for $16^3$, $32^3$ and $64^3$ cells. The increments have ratio 2.03; linear growth requires 2. These sums use an interpolated density of states at low frequency; a more accurate one raises them by about 2% and brings the ratio to 2.01.

So the extrapolated window average differs by only 2% between the two largest cells, while the total harmonic conductivity keeps growing with cell size. In the $12^3$ cell the sum over all modes falls from 2.42 to 1.57 W/(m K) when $\eta$ goes from 0.05 to 0.20 rad/ps. Neither value is a material property.

## Conductivity and the real material

To make the sum finite in this infinite lattice, the long waves need some scattering besides that from the masses. Boundaries can supply it in a small sample; here I include anharmonic decay alone. I assume a rough energy decay rate of 0.1 per ps at 1 THz, growing as frequency squared. For weak damping each amplitude decays at half the energy rate of its mode, so the product of two amplitudes decays at the mean of the two energy rates. This mean replaces $\eta$. At 300 K, modes above 2 THz then contribute 0.53 W/(m K), instead of 0.90 at $\eta=0.1$ rad/ps with the window's factor $F$ divided out. Waves below 2 THz, summed in the mean-mass crystal with both scattering rates, contribute 1.42 on a $60^3$ mesh of wave vectors; this sum converges slowly with the mesh and tends to about 1.44. The total is 1.9 to 2.0 W/(m K), nearly three quarters of it from below 2 THz.

These parameters imitate only the masses and the rough frequency scale of disordered Ge₂Sb₂Te₅, an alloy used in phase-change memory: sound speeds of 2 to 3 km/s and a band that would end at 4.4 THz if all atoms had the mean mass. The filled lattice has a density of 7.0 g/cm³, above that of the amorphous alloy. The amorphous alloy conducts roughly 0.2 W/(m K), so the model with the assumed anharmonic rate is too conductive by about ten. That factor depends strongly on the assumed rate, which limits most of the heat carried by the long waves. One doubtful assumption is uniform springs on a perfect lattice. Making the springs random by up to ±60% in $10^3$ cells lowers the extrapolated window diffusivity from 0.80 to 0.24 mm²/s; the effect on the waves below 2 THz, which carry most of the heat in this model, is not computed. (The cancelled current terms then return, but as a total time derivative, whose matrix elements vanish at equal frequencies.) The assumed anharmonic rate at 3 THz, 0.90 per ps, lowers the mass-disorder value from 0.79 to 0.40 mm²/s. At an assumed 100 S/m, well above typical room-temperature values for the amorphous alloy, the Wiedemann-Franz law for a metal would give an electronic part of $7\times10^{-4}$ W/(m K). The amorphous alloy is a semiconductor, where electron-hole pairs can carry additional heat, so this is not an upper bound. Structural disorder, vacancies and long-range forces are not sized here. In this model, mass disorder with the assumed anharmonic rate does not account for the low conductivity of the amorphous alloy. The numerical output below lists the values used.

## Computed results

```
spacing 0.30 nm; springs [20.  8.  8.] N/m
masses Ge Sb Te: 72.63 121.76 127.60 u, ratio 2:2:5
mean mass 114.09 u; relative variance g 0.0381
sound speeds x, y: 3.08 1.95 km/s
top of mean-mass band 4.39 THz
energy-dipole test, relative error 9.5e-14
Green-Kubo time test, relative error 5.6e-05
dropped pair terms / resonant (eta 2 rad/ps) 3.32e-05
clean-crystal test, relative error 6.3e-11
window 2.5-3.5 THz: cell, samples, level spacing (rad/ps),
  D at eta 0.1 rad/ps, D extrapolated (mm^2/s)
   6^3  12  0.0680  0.620  0.847
   8^3   6  0.0303  0.628  0.756
  10^3   3  0.0150  0.691  0.804
  12^3   2  0.0088  0.692  0.788
12^3 cell: eta (rad/ps), raw D (mm^2/s), repulsion factor F
  0.05  0.709  0.947
  0.10  0.692  0.973
  0.20  0.638  0.986
  0.40  0.547  0.993
  0.80  0.424  0.997
D(spacing)/D(8 spacings): seen 0.843, law 0.790
lowest 4 modes at 0.535 THz: D at eta 0.05, 0.1 = 20.5, 11.3 mm^2/s
  weak-disorder D at that frequency 2012 mm^2/s
packet at 3 THz: D 0.750 +- 0.022 mm^2/s
  Allen-Feldman, same weighting 0.740 mm^2/s
weak-disorder window: D 0.591 mm^2/s, rate 1.54 1/ps
harmonic kappa by k sum, 16^3: 16.6 W/(m K)
harmonic kappa by k sum, 32^3: 37.3 W/(m K)
harmonic kappa by k sum, 64^3: 79.2 W/(m K)
ratio of successive increments 2.028 (linear law: 2)
all cell modes, kappa at eta 0.05, 0.2 rad/ps: 2.42, 1.57 W/(m K)
kappa above 2 THz, 300 K, eta 0.1, F-corrected: 0.897 W/(m K)
heat capacity per mode at 3 THz, 300 K: 0.981 k_B
assumed anharmonic rate: 0.10 1/ps at 1 THz, 0.90 1/ps at 3 THz
window D with the 3 THz anharmonic rate: 0.401 mm^2/s
kappa above 2 THz with anharmonic rates: 0.527 W/(m K)
kappa below 2 THz, k sum with both rates: 1.415 W/(m K)
sum of these two: 1.942 W/(m K)
springs random by +-60%, 10^3 cell: window D 0.243 mm^2/s
electronic kappa at 100 S/m: 7.3e-04 W/(m K)
```
